# Exponential band tail of a two-dimensional channel with white-noise disorder

A device simulation of a very thin semiconductor channel needs a tail of states below the conduction band. The decision is whether its slope may be computed from the disorder strength and the mass, or must be left as a free fitting parameter. For short-range Gaussian disorder in two dimensions the slope can be computed, within a definite energy window. The leading tail is

$$\rho\sim e^{-\epsilon/E_0},\qquad E_0=\frac{2m\gamma}{N\hbar^2}=0.171\,\frac{m\gamma}{\hbar^2}.$$

Here $\epsilon>0$ is the binding energy, $m$ the effective mass, $\gamma$ the disorder strength and $N=11.70$ the norm of the Townes soliton, defined below.

## Model and energy window

The potential has zero mean, Gaussian statistics and correlator

$$\langle V(\mathbf r)V(\mathbf r')\rangle=\gamma\,\delta(\mathbf r-\mathbf r'),$$

so $\gamma$ has the unit energy² × length². On a square grid of spacing $a$ the delta function becomes $1/a^2$ on one site, and the on-site variance is $\gamma/a^2$. I write

$$b=\frac{\hbar^2}{2m},\qquad \kappa=\sqrt{\epsilon/b},$$

where $1/\kappa$ is the decay length of a state bound by $\epsilon$.

Strict white noise lowers the band edge by an amount that diverges logarithmically. A short correlation length $l$ is therefore kept, and $\epsilon$ is counted from the shifted edge. The window is

$$E_0\ll\epsilon\ll \frac{b}{l^2}.$$

The left condition makes the state rare. The right one, equivalent to $(\kappa l)^2\ll1$, makes the disorder look like white noise on the scale of the state.

To see why depth and weak noise are equivalent, measure length in $1/\kappa$ and energy in $\epsilon$. The potential $V/\epsilon$ then has noise strength $\gamma\kappa^2/\epsilon^2=\gamma/(b\epsilon)$, which is small deep in the tail.

## From a rare level to a minimum problem

With a cutoff and a finite area, the potential has finitely many independent Gaussian components. Its probability weight is $e^{-S}$ with

$$S[V]=\frac1{2\gamma}\int V^2\,d^2r.$$

For weak noise the probability of a set of potentials is governed by the smallest $S$ in the set: configurations near the minimum supply the exponent, and their number supplies a prefactor. The task is to minimize $S$ among potentials with a level at $-\epsilon$.

Let $\psi$ be the real normalized bound state. First-order perturbation theory gives $\delta E=\int\psi^2\,\delta V$. With a multiplier $\lambda$ for the constraint $E=-\epsilon$,

$$\delta(S+\lambda E)=\int\left(\frac V\gamma+\lambda\psi^2\right)\delta V=0
\;\Rightarrow\; V=-\mu\psi^2,\quad \mu=\lambda\gamma .$$

Binding requires an attractive well, so $\mu>0$. Inserting this $V$ into the Schrödinger equation gives

$$-b\nabla^2\psi-\mu\psi^3=-\epsilon\psi .$$

Set $\psi=\sqrt{\epsilon/\mu}\,R(x)$ with $x=\kappa r$. Since $b\kappa^2=\epsilon$, every term carries the factor $\epsilon\sqrt{\epsilon/\mu}$. Dividing by it leaves, for a radial state,

$$R''+\frac{R'}x-R+R^3=0 .$$

Its positive decaying solution is the Townes soliton, with $R(0)=2.206$ and $N=\int R^2d^2x=11.70$. Normalization of $\psi$ fixes the multiplier:

$$1=\frac\epsilon\mu\frac N{\kappa^2}\quad\Rightarrow\quad \mu=\frac{\epsilon N}{\kappa^2}=bN .$$

The optimal well is

$$V(r)=-\epsilon R(\kappa r)^2 ,$$

and its central depth is $2.206^2\epsilon=4.87\,\epsilon$.

## Two integral identities and the exponent

Let $K_R=\int|\nabla R|^2d^2x$ and $Q=\int R^4d^2x$. Multiplying $-\nabla^2R+R-R^3=0$ by $R$ and integrating by parts gives

$$K_R+N=Q .$$

For a second relation, write the radial equation as $(xR')'=x(R-R^3)$ and multiply by $xR'$:

$$\frac12\frac d{dx}(xR')^2=x^2\frac d{dx}\left(\frac{R^2}2-\frac{R^4}4\right).$$

The left side integrates to zero, because $xR'$ vanishes at both ends. Integrating the right side by parts gives

$$0=-\int_0^\infty 2x\left(\frac{R^2}2-\frac{R^4}4\right)dx
\quad\Rightarrow\quad Q=2N .$$

Hence $K_R=N$. The action follows from $d^2r=d^2x/\kappa^2$:

$$S=\frac{\epsilon^2}{2\gamma\kappa^2}Q
=\frac{\epsilon b}{2\gamma}\,2N
=\frac{bN}{\gamma}\epsilon=\frac{\epsilon}{E_0},$$

$$E_0=\frac{\gamma}{bN}=\frac{2m\gamma}{N\hbar^2}.$$

Numerically, $2/11.70=0.171$. The linear law belongs to two dimensions. In $d$ dimensions the same scaling gives $S\propto\epsilon^2\kappa^{-d}\propto\epsilon^{2-d/2}$, with powers $3/2$ for $d=1$ and $1/2$ for $d=3$.

## Why no cheaper well exists

A stationary point need not be the minimum. Take any potential with a normalized state $\psi$ at $-\epsilon$, and let $K=\int|\nabla\psi|^2$ and $\|V\|^2=\int V^2$. The energy balance and the Cauchy–Schwarz inequality give

$$\epsilon=-\int V\psi^2-bK\le\|V\|\left(\int\psi^4\right)^{1/2}-bK .$$

A bound on $\int\psi^4$ is now needed. Consider the ratio

$$J[\psi]=\frac{\int|\nabla\psi|^2\int\psi^2}{\int\psi^4}.$$

It is a known theorem, used here without proof, that $J$ has a minimum, attained by a positive radial function, and that the positive decaying soliton is unique. Setting the variation of $\ln J$ to zero gives

$$-\frac{\nabla^2\psi}{\int|\nabla\psi|^2}+\frac{\psi}{\int\psi^2}-\frac{2\psi^3}{\int\psi^4}=0 .$$

Rescaling length and amplitude turns this into the soliton equation. Neither rescaling changes $J$, so its minimum is $K_RN/Q=N/2$. For normalized $\psi$ this means $\int\psi^4\le 2K/N$, and therefore

$$\epsilon\le\|V\|\sqrt{\frac2N}\,\sqrt K-bK .$$

The right side is a downward parabola in $\sqrt K$, with maximum $\|V\|^2(2/N)/(4b)$. Thus

$$\epsilon\le\frac{\|V\|^2}{2Nb}\quad\Rightarrow\quad
\int V^2\,d^2r\ge2Nb\epsilon ,$$

so $S\ge\epsilon/E_0$. The soliton well reaches this bound.

A numerical minimization of $\int V^2/\epsilon$ over radial wells of free shape, in units $\hbar=m=1$ where the bound is $N$, tests this without assuming the soliton. Started from a Gaussian well with ratio 16.65, it ended at 11.68. The final well differed from the soliton well by at most 0.3% of the depth. The ratio lies 0.2% below the continuum bound, so that deficit is an error of the discretized problem, whose radial spacing was 0.06.

A Gaussian state gives a quick estimate. For $\psi^2=e^{-r^2/s^2}/(\pi s^2)$ one has $K=1/s^2$ and $\int\psi^4=1/(2\pi s^2)$. Choose $V=-\mu\psi^2$ with $\mu$ such that the mean energy is $-\epsilon$, that is $\mu\int\psi^4=\epsilon+bK$. Then

$$\int V^2=\frac{(\epsilon+bK)^2}{\int\psi^4}=2\pi\,\frac{(\epsilon+bK)^2}{K}.$$

The minimum, at $bK=\epsilon$, is $8\pi b\epsilon$. Comparison with $2Nb\epsilon$ shows that $4\pi=12.57$ replaces $N$. The resulting coefficient 0.159 is a lower bound on the true 0.171, and lies 7% below it.

## Edge shift and prefactor

Disorder also lowers ordinary band states. In second order, a zero-momentum state examined at energy $-\epsilon$ is lowered by

$$\Delta(\epsilon)=\int\frac{d^2k}{(2\pi)^2}\frac{B(k)}{\epsilon+bk^2},$$

where $B(k)$ is the Fourier transform of the correlator. For white noise cut off at wave number $k_c$, the substitution $u=k^2$ gives

$$\Delta=\frac{\gamma}{4\pi b}\ln\left(1+\frac{bk_c^2}\epsilon\right),\qquad
\frac{\gamma}{4\pi b}=\frac{m\gamma}{2\pi\hbar^2}.$$

This diverges as $k_c\to\infty$, which is why a numerical tail must not be referred to the mean potential when grids of different spacing are compared. For $\epsilon\ll bk_c^2$,

$$\frac{d\Delta}{d\epsilon}\simeq-\frac{\gamma}{4\pi b\,\epsilon},$$

which vanishes deep in the tail. In practice one subtracts $\Delta$ at one fixed reference energy. The remaining logarithm in the exponent acts as a power of $\epsilon$ and joins the prefactor.

The amplitude of the prefactor is not derived here, but for white noise its power can be counted at leading order in the fluctuations. Each of the two translations of the well contributes $\kappa\sqrt S$ and the constraint direction contributes $1/\sqrt S$, which gives $\kappa^2S^{1/2}\propto\epsilon^{3/2}$. The edge shift contributes $e^{\Delta/E_0}\propto\epsilon^{-N/4\pi}=\epsilon^{-0.93}$, so the net power is about 0.57. For a prefactor $\epsilon^p$,

$$\frac{d\ln\rho}{d\epsilon}=-\frac1{E_0}+\frac p\epsilon ,$$

so a positive $p$ makes the slope less steep by the fraction $pE_0/\epsilon$.

The edge shift was tested with 200 weak random potentials ($\gamma=0.002$, $\hbar=m=1$, periodic box of side 7.2, $16\times16$ points). The mean lowest level was 0.996 of the second-order value.

The tail itself was tested in the same box at $\gamma=0.10$, with 500 random potentials at each of two energies. Sampling was concentrated near deep wells and reweighted to the original noise. Here $\epsilon$ was counted from the ensemble mean of the potential; a fixed edge shift cancels in the difference of the two energies. The logarithm of the probability of a level below $-\epsilon$ was $-34.16$ at $\epsilon=0.7$ and $-74.34$ at $\epsilon=1.4$. The width is therefore

$$\frac{1.4-0.7}{74.34-34.16}=0.01742 ,$$

against the predicted $0.01709$. The excess is 1.9%, with a standard error of 1.0%. The factor $\epsilon^{3/2}$ alone would raise the width by 2.6%, but two other effects enter at the same level. The grid spacing of 0.45 is not small compared with the decay length of 0.60 at $\epsilon=1.4$, and the edge shift changes slightly between the two energies. At $\epsilon=1.4$ the grid lowers the minimum action by about 2% for a well centred on a grid point, but raises it by about 1% for a well centred between four points. Wells at all positions contribute, so these changes partly cancel, leaving an increase of the width of about 1%. The change of edge shift lowers the width by about 1.5%. The three corrections add to about 2%, consistent with the excess found, though the sampling error is too large to separate them. The test supports the predicted width to within a few per cent.

## Finite correlation length

Let the correlator be

$$B(r)=\sigma^2e^{-r^2/2l^2},\qquad \gamma=\int B\,d^2r=2\pi l^2\sigma^2 ,$$

with $\sigma$ the rms potential. The action is $S=\frac12\int V B^{-1}V$, where $B^{-1}$ is the inverse of convolution with $B$. Stationarity gives $B^{-1}V=-\lambda\psi^2$, or $V=-\lambda B*\psi^2$.

Put $\psi^2=\kappa^2R^2/N_l$ with $N_l=\int R^2d^2x$, and let $G$ be the normalized Gaussian of width $\kappa l$ in the variable $x$. Then $V=-(\lambda\gamma\kappa^2/N_l)\,G*R^2$. Choosing the amplitude of $R$ so that $V=-\epsilon\,G*R^2$ gives

$$-\nabla^2R+R=(G*R^2)R,\qquad \lambda=\frac{\epsilon N_l}{\gamma\kappa^2}=\frac{bN_l}\gamma .$$

The multiplier is the local slope. Along the family of optimal wells,

$$dS=\int(B^{-1}V)\,dV=-\lambda\int\psi^2\,dV=-\lambda\,dE=\lambda\,d\epsilon .$$

The local width is therefore

$$E_{\rm loc}=\left(\frac{dS}{d\epsilon}\right)^{-1}=\frac{\gamma}{bN_l}=\frac{2m\gamma}{\hbar^2N_l},$$

which returns to $E_0$ when $\kappa l\to0$.

The opposite limit, $\epsilon\gg b/l^2$, is different. Kinetic energy is not negative, so a level at $-\epsilon$ requires $V\le-\epsilon$ somewhere. The cheapest potential with value $-\epsilon$ at a point is $-\epsilon e^{-r^2/2l^2}$, for which $B^{-1}V=-(\epsilon/\sigma^2)\delta(\mathbf r)$ and $S=\epsilon^2/2\sigma^2$. This is a lower bound on the action at any $l$.

It becomes the leading value when zero-point energy is negligible. Near its centre the well has curvature $\epsilon/l^2$, so the two-dimensional zero-point energy is $\hbar\sqrt{\epsilon/(ml^2)}$. Relative to $\epsilon$ this is $\sqrt{2b/(l^2\epsilon)}$, which is small in this limit. The tail then tends to a Gaussian, with local width $\sigma^2/\epsilon$, and a single exponential can fit it only over a narrow energy range. The approach is slow: the action still exceeds $\epsilon^2/2\sigma^2$ by about 30% at $(\kappa l)^2=100$ and by 9% at $(\kappa l)^2=1000$.

## Worked example: ultrathin amorphous indium oxide

The inputs are rough typical values: $m=0.2\,m_e$, thickness $t=2$ nm and, for the potential already averaged over the confined state, $\sigma=100$ meV and $l=0.5$ nm. They give $b=190.5$ meV nm² and

$$\gamma=2\pi(0.5)^2(100)^2=15708\ \text{meV}^2\,\text{nm}^2,$$

$$E_0=\frac{15708}{11.70\times190.5}=7.05\ \text{meV}.$$

For a state bound by 50 meV, the decay length is $\sqrt{190.5/50}=1.95$ nm and the white-noise well depth is $4.87\times50=243$ meV. The upper energy scale is $b/l^2=762$ meV, so 50 meV lies between the limits, though not far above the lower one.

Finite $l$ raises the exponent from 7.10 to 7.66, by 8%, and reduces the local width from 7.05 to 6.11 meV. The inverse width thus rises by 15%, about twice the relative change of the exponent. That is what a first correction $S=(\epsilon/E_0)(1+c\epsilon)$ implies, since its slope is $(1+2c\epsilon)/E_0$. At 100 meV the width is 5.52 meV. In the leading exponent alone, a single exponential across 50–100 meV therefore hides a 10% change of width. The prefactor and the energy dependence of the edge shift also alter the local width, so the full density of states need not show this trend.

The edge shift for the Gaussian correlator follows from $B(k)=\gamma e^{-k^2l^2/2}$. With $u=k^2$, then $v=(\kappa^2+u)l^2/2$ and $z=\kappa^2l^2/2$,

$$\Delta=\frac\gamma{4\pi b}\int_0^\infty\frac{e^{-ul^2/2}}{\kappa^2+u}\,du
=\frac\gamma{4\pi b}\,e^z\int_z^\infty\frac{e^{-v}}v\,dv .$$

At 50 meV this is 19.5 meV. Misplacing the band edge by that amount changes the tail density by a factor of roughly $e^{19.5/6.11}\approx24$, estimated with the local width at 50 meV. The shift is also 39% of the binding energy, so higher orders, which are not computed here, may matter at this depth. A prefactor $\epsilon^p$ makes the white-noise slope at 50 meV less steep by 14% per unit of $p$, or by about 8% for the net power 0.57.

## Real films and use in a simulator

Conduction-band tail energies used for amorphous oxide transistors are roughly ten to a few tens of meV, so 7 meV is at or below the low end. The inputs do not fix it closely: at fixed $m$ and $l$, $E_0\propto\sigma^2$, and a 20% larger $\sigma$ raises it by 44%. Real films may also contain charged defects and non-Gaussian disorder, for which this derivation gives no slope.

Several neglected effects can be sized.

- **Nonparabolic band.** Hard walls give a confinement energy $b(\pi/t)^2=470$ meV. With a rough gap $E_g=3$ eV and the dispersion $E(1+E/E_g)=bk^2$, where $k$ includes the confined direction, the confined level is at 413 meV. The in-plane mass grows by the factor $1+2E/E_g=1.275$, which raises $E_0$ to 8.99 meV at fixed $\gamma$. This uses the mass at the subband bottom only. The mass grows further with the in-plane kinetic energy inside the well; keeping the full dispersion gives a white-noise local width of about 9.7 meV at 50 meV, and the tail is no longer strictly exponential.
- **Second subband.** For a parabolic band the hard-wall spacing is $3\times470=1410$ meV, and the well depth is 0.17 of it. The nonparabolic dispersion above reduces the spacing to about 900 meV and raises the ratio to 0.27. Disorder that varies across the film couples the subbands; these ratios are a rough guide, not a computed correction.
- **Thickness variation.** For a parabolic band and hard walls, the confinement energy scales as $t^{-2}$. A local thickening of $2[(1-100/470)^{-1/2}-1]=0.25$ nm lowers it by 100 meV, so thickness changes of this size matter on the scale of the assumed $\sigma$. The energy is not linear in the thickness, so the resulting disorder is skewed, and the Gaussian result need not hold for it.
- **Thermal strain.** For elastic energy $\frac12Cts^2$ per area, equipartition gives the strain $s$ a white-noise strength $k_BT/(Ct)$. A deformation potential $\Xi$ turns this into $\gamma_T=\Xi^2k_BT/(Ct)$. With rough values $\Xi=5$ eV and $C=150$ GPa at 300 K, $\gamma_T$ is 2.2% of $\gamma$. Treated as frozen disorder, it raises $E_0$ by the same fraction.

Temperature also governs occupation. For tail levels several $k_BT$ above the Fermi energy, the occupied density varies as $e^{-\epsilon/E_0+\epsilon/k_BT}$. With $k_BT=25.9$ meV and the white-noise width, its decay energy is $(1/7.05-1/25.9)^{-1}=9.7$ meV; with the local width of 6.11 meV at 50 meV it is 8.0 meV. A width extracted from the occupation of such levels must be corrected for this factor before it is compared with $E_0$. Filled levels, several $k_BT$ below the Fermi energy, do not carry the factor.

For implementation, compute $\gamma$ as the area integral of the in-plane correlator, using the potential averaged over the confined state. Deep in the tail, where $\epsilon\gg E_0$, use $E_0$ if $(\kappa l)^2$ is negligible and $E_{\rm loc}$ otherwise. For the Gaussian correlator the inverse width rises by about $2.7(\kappa l)^2$ to first order, so 5% accuracy needs $(\kappa l)^2$ below about 0.02. Nearer the band edge the leading exponent does not fix the slope, which must then be fitted or computed directly. Place the band edge with its disorder shift included, and fit the amplitude separately, since the leading exponent does not supply it. The numerical output lists the remaining values.

## Calculated quantities

```
SOLITON (dimensionless)
central value R(0)                     2.20620
norm N = int R^2                       11.7009
int |grad R|^2 / N                     1.00000
int R^4 / N                            2.00000
E0 in units of m gamma/hbar^2          0.17093
Gaussian trial value in place of N     12.5664
width coefficient from Gaussian trial  0.1592
CHECKS (hbar = m = 1)
free minimization: starting ratio      16.647
free minimization: final ratio         11.679
largest well deviation / depth         0.0029
N from 2D Fourier grid                 11.7009
sampling: gamma                        0.10
sampling: binding energies             0.7 1.4
sampling: ln P at the two energies     -34.16 -74.34
sampling: predicted E0                 0.01709
sampling: width found                  0.01742
sampling: relative standard error      0.010
edge shift: sampled / second order     0.996
shift/gamma gained, cutoff energy x4   0.2206
ln(4)/(2 pi)                           0.2206
EXAMPLE: ultrathin amorphous indium oxide, rough inputs
mass                                   0.20 m_e
thickness                              2.0 nm
potential fluctuation sigma            100 meV
correlation length l                   0.5 nm
hbar^2/(2m)                            190.5 meV nm^2
gamma                                  15708 meV^2 nm^2
tail width E0, white noise             7.05 meV
binding energy considered              50 meV
decay length 1/kappa                   1.95 nm
well depth, white noise                243 meV
exponent epsilon/E0, white noise       7.10
exponent with finite l                 7.66
local width at 50 meV, finite l        6.11 meV
local width at 100 meV, finite l       5.52 meV
NEGLECTED EFFECTS
upper energy scale hbar^2/(2 m l^2)    762 meV
second-order edge shift at 50 meV      19.5 meV
slope change per prefactor power       0.141
confinement energy, hard walls         470 meV
subband spacing                        1410 meV
well depth / subband spacing           0.173
band gap used for nonparabolicity      3.0 eV
nonparabolic mass factor               1.275
E0 with that mass                      8.99 meV
kT at 300 K                            25.9 meV
deformation potential                  5.0 eV
elastic modulus                        150 GPa
thermal strain gamma / gamma           0.0220
thickness change that gives sigma      0.25 nm
```
